# Adjoint Sensitivities of Steady Plasma Density to All Rate Coefficients: a numerical check

```python
"""Adjoint sensitivities of a steady low-pressure discharge.

Result under test: for balances F = W R + source = 0 with J = dF/dx,
one solve J^T lam = e_1 gives d ln(n_e)/d ln(k_j) = -R_j (W^T lam)_j
for every rate coefficient k_j, at fixed power and heavy-particle density.
x = ln(n_e, n_m, n_r, Te): electrons, metastable atoms, radiating atoms,
electron temperature in eV.  g = ground-state atom, i = positive ion.
R = event rates per volume; W = particles made and electron energy gained
per event.  Electron-impact cross sections are s0*(1 - threshold/E), or
the constant s0 for elastic and superelastic collisions.
SI units inside, energies in eV.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma

QE, ME, KB = sc.e, sc.m_e, sc.k
MASS = 40 * sc.atomic_mass
RADIUS, HEIGHT = 0.15, 0.10
VOLUME = np.pi * RADIUS**2 * HEIGHT
PRESSURE = 0.010 * sc.torr
TGAS, POWER = 600.0, 500.0
E_ION, E_MET, E_RAD = 16.0, 12.0, 13.0
G_GROUND, G_MET, G_RAD = 1.0, 5.0, 3.0
ESCAPE, POOLING = 3e5, 1e-15
SIGMA_ION, SIGMA_NEUTRAL = 1e-18, 8e-19
A2 = 1e-20
S_GM, S_GR, S_MR = 0.3 * A2, 1.5 * A2, 20 * A2

# label, orders (g,e,m,r), made (e,m,r), electron energy gain, threshold, s0
TABLE = [
    ("e+g->i+2e", (1, 1, 0, 0), (1, 0, 0), -E_ION, E_ION, 3 * A2),
    ("e+g->m+e", (1, 1, 0, 0), (0, 1, 0), -E_MET, E_MET, S_GM),
    ("e+g->r+e", (1, 1, 0, 0), (0, 0, 1), -E_RAD, E_RAD, S_GR),
    ("e+m->i+2e", (0, 1, 1, 0), (1, -1, 0), E_MET - E_ION,
     E_ION - E_MET, 10 * A2),
    ("e+r->i+2e", (0, 1, 0, 1), (1, 0, -1), E_RAD - E_ION,
     E_ION - E_RAD, 10 * A2),
    ("e+m->r+e", (0, 1, 1, 0), (0, -1, 1), E_MET - E_RAD,
     E_RAD - E_MET, S_MR),
    ("e+r->m+e", (0, 1, 0, 1), (0, 1, -1), E_RAD - E_MET, 0.0,
     S_MR * G_MET / G_RAD),
    ("e+m->g+e", (0, 1, 1, 0), (0, -1, 0), E_MET, 0.0,
     S_GM * G_GROUND / G_MET),
    ("e+r->g+e", (0, 1, 0, 1), (0, 0, -1), E_RAD, 0.0,
     S_GR * G_GROUND / G_RAD),
    ("elastic e+g", (1, 1, 0, 0), (0, 0, 0), 0.0, 0.0, 10 * A2),
    ("r->g+photon", (0, 0, 0, 1), (0, 0, -1), 0.0, 0.0, 0.0),
    ("m+m->i+g+e", (0, 0, 2, 0), (1, -2, 0), 2 * E_MET - E_ION, 0.0, 0.0),
    ("ion to wall", (0, 1, 0, 0), (-1, 0, 0), 0.0, 0.0, 0.0),
    ("m to wall", (0, 0, 1, 0), (0, -1, 0), 0.0, 0.0, 0.0),
]
LABELS = [row[0] for row in TABLE]
ORDERS = np.array([row[1] for row in TABLE], float)
MADE = np.array([row[2] for row in TABLE], float).T
GAIN = np.array([row[3] for row in TABLE])
THRESH = np.array([row[4] for row in TABLE])
SIGMA = np.array([row[5] for row in TABLE])
NR = len(TABLE)
ELASTIC, PHOTON, POOL, IONWALL, METWALL = 9, 10, 11, 12, 13
WALL_COST = 2.5 + 0.5 * np.log(MASS / (2 * np.pi * ME))
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)
newton_solves = 0


def impact_quadrature(te, shape):
    """Rates for a distribution sqrt(E) exp(-(E/b)^shape), mean 1.5*te."""
    b = 1.5 * te * gamma(1.5 / shape) / gamma(2.5 / shape)
    norm = shape / (b**1.5 * gamma(1.5 / shape))
    above = 15 * te * (NODES + 1)
    weight = 15 * te * WEIGHTS
    tail = np.exp(-((THRESH[:, None] + above) / b)**shape)
    return SIGMA * np.sqrt(2 * QE / ME) * norm * (tail @ (above * weight))


def transport(total, tgas):
    """Ion loss area / volume and metastable wall-loss frequency."""
    path = 1 / (total * SIGMA_ION)
    h_axial = 0.86 / np.sqrt(3 + HEIGHT / (2 * path))
    h_radial = 0.80 / np.sqrt(4 + RADIUS / path)
    area = 2 * np.pi * RADIUS * (RADIUS * h_axial + HEIGHT * h_radial)
    speed = np.sqrt(8 * KB * tgas / (np.pi * MASS))
    diffusion = speed / (3 * total * SIGMA_NEUTRAL)
    inv_len2 = (np.pi / HEIGHT)**2 + (2.405 / RADIUS)**2
    full_area = 2 * np.pi * RADIUS * (RADIUS + HEIGHT)
    delay = 1 / (diffusion * inv_len2) + 2 * VOLUME / (full_area * speed)
    return area / VOLUME, 1 / delay


def model(x, logmult=None, power=POWER, total=None, tgas=TGAS,
          source=None, shape=1):
    """Return residual, Jacobian, W, R and the rate coefficients."""
    if total is None:
        total = PRESSURE / (KB * tgas)
    dens, te = np.exp(x[:3]), np.exp(x[3])
    ground = total - dens.sum()
    assert ground > 0
    slope = np.zeros(NR)
    if shape == 1:
        k = SIGMA * np.sqrt(8 * QE * te / (np.pi * ME)) * np.exp(-THRESH / te)
        slope[:10] = 0.5 + THRESH[:10] / te
    else:
        k = impact_quadrature(te, shape)
        up = impact_quadrature(te * np.exp(1e-5), shape)
        down = impact_quadrature(te * np.exp(-1e-5), shape)
        slope[:10] = np.log(up[:10] / down[:10]) / 2e-5
    loss_length, met_wall = transport(total, tgas)
    k[PHOTON], k[POOL], k[METWALL] = ESCAPE, POOLING, met_wall
    k[IONWALL] = np.sqrt(QE * te / MASS) * loss_length
    slope[IONWALL] = 0.5
    if logmult is not None:
        k = k * np.exp(logmult)
    rates = k * np.exp(ORDERS @ np.log(np.r_[ground, dens]))
    gain = GAIN.copy()
    gain[ELASTIC] = -4 * ME / MASS * (te - KB * tgas / QE)
    gain[IONWALL] = -WALL_COST * te
    w = np.vstack([MADE, gain])
    residual = w @ rates
    residual[3] += power / (QE * VOLUME)
    if source is not None:
        residual = residual + source
    g = np.column_stack([ORDERS[:, 1:] - np.outer(ORDERS[:, 0], dens / ground),
                         slope])
    jac = (w * rates) @ g
    jac[3, 3] += (-4 * ME / MASS * te * rates[ELASTIC]
                  - WALL_COST * te * rates[IONWALL])
    return residual, jac, w, rates, k


def steady(start, **options):
    global newton_solves
    x = np.array(start, float)
    for _ in range(200):
        residual, jac = model(x, **options)[:2]
        step = -np.linalg.solve(jac, residual)
        newton_solves += 1
        x += step * min(1, 0.5 / max(np.max(np.abs(step)), 1e-300))
        if np.max(np.abs(step)) < 1e-11:
            return x
    raise RuntimeError("Newton iteration did not converge")


def adjoint(x, output, **options):
    _, jac, w, rates, _ = model(x, **options)
    lam = np.linalg.solve(jac.T, np.eye(4)[output])
    return -rates * (w.T @ lam), lam


guess = np.log([2e17, 3e16, 3e16, 3.0])
x0 = steady(guess)
ne, nm, nr, te = np.exp(x0)
res0, jac0, w0, rates0, k0 = model(x0)
total0 = PRESSURE / (KB * TGAS)

# Closed Maxwellian rates against quadrature over the distribution.
kq = impact_quadrature(te, 1)
assert np.allclose(k0[:10], kq[:10], rtol=1e-9)


def maxwell_average(function):
    value = quad(lambda e: function(e) * 2 / np.sqrt(np.pi) * np.sqrt(e)
                 * te**-1.5 * np.exp(-e / te), 0, 40 * te,
                 epsabs=0, epsrel=1e-10, limit=300)[0]
    return value


def speed_of(e):
    return np.sqrt(2 * QE * e / ME)


# Reverse cross sections from microscopic reversibility.
for fwd, rev, ratio in [(1, 7, G_GROUND / G_MET), (2, 8, G_GROUND / G_RAD),
                        (5, 6, G_MET / G_RAD)]:
    eps = THRESH[fwd]

    def reverse_flux(e, fwd=fwd, eps=eps, ratio=ratio):
        forward = SIGMA[fwd] * 1e20 * (1 - eps / (e + eps))
        return ratio * (e + eps) / e * forward * speed_of(e)
    kr = maxwell_average(reverse_flux) * 1e-20
    assert abs(kr / k0[rev] - 1) < 1e-7
# Mean energy carried by colliding electrons, constant cross section.
mean_energy = maxwell_average(lambda e: e * speed_of(e)) \
    / maxwell_average(speed_of)
assert abs(mean_energy / (2 * te) - 1) < 1e-7

# Jacobian against differences of the residual.
jac_fd = np.column_stack([(model(x0 + 1e-5 * d)[0] - model(x0 - 1e-5 * d)[0])
                          / 2e-5 for d in np.eye(4)])
row_size = np.max(np.abs(jac0), axis=1)[:, None]
assert np.max(np.abs(jac_fd - jac0) / row_size) < 1e-6


# Steady state against integration in time.
def time_derivative(_, x):
    f = model(x)[0]
    n = np.exp(x)
    out = f / np.r_[n[:3], 1.5 * n[0] * n[3]]
    out[3] -= out[0]
    return out


path = solve_ivp(time_derivative, (0, 0.02), np.log([1e17, 1e15, 1e15, 2.0]),
                 method="Radau", rtol=1e-8, atol=1e-10)
assert path.success and np.max(np.abs(path.y[:, -1] - x0)) < 1e-6

# Electron power must equal energy leaving the whole plasma.
to_watt = QE * VOLUME
p_ion = to_watt * rates0[IONWALL] * (E_ION + WALL_COST * te)
p_met = to_watt * rates0[METWALL] * E_MET
p_photon = to_watt * rates0[PHOTON] * E_RAD
p_elastic = -to_watt * rates0[ELASTIC] * w0[3, ELASTIC]
assert abs((p_ion + p_met + p_photon + p_elastic) / POWER - 1) < 1e-9

# Adjoint sensitivities and nonlinear central differences.
sens, lam = adjoint(x0, 0)
sens_te, lam_te = adjoint(x0, 3)


def nonlinear_difference(h):
    return np.array([(steady(x0, logmult=h * d) - steady(x0, logmult=-h * d))
                     / (2 * h) for d in np.eye(NR)])


newton_solves = 0
fd = nonlinear_difference(1e-3)
fd_solves = newton_solves
err_small = np.max(np.abs(fd[:, 0] - sens))
err_te = np.max(np.abs(fd[:, 3] - sens_te))
assert err_small < 1e-5 and err_te < 1e-5
err_04 = np.linalg.norm(nonlinear_difference(0.04)[:, 0] - sens)
err_02 = np.linalg.norm(nonlinear_difference(0.02)[:, 0] - sens)
assert 3.8 < err_04 / err_02 < 4.2

# Power response and scaling sum rule.
h = 1e-3
sp = (steady(x0, power=POWER * np.exp(h))
      - steady(x0, power=POWER * np.exp(-h))) / (2 * h)
sp_adj = -lam[3] * POWER / (QE * VOLUME)
assert abs(sp[0] - sp_adj) < 1e-5
assert abs(sens.sum() + sp[0]) < 1e-5
assert abs(sens_te.sum() + sp[3]) < 1e-5

# Adjoint components as responses to added particle sources.
unit = rates0[IONWALL]
for row in range(3):
    s = np.eye(4)[row] * unit * 1e-3
    change = (steady(x0, source=s) - steady(x0, source=-s))[0] / 2e-3
    assert abs(change + lam[row] * unit) < 1e-4

# Detailed-balance partners share a cross section and vary together.
groups = [[0], [1, 7], [2, 8], [3], [4], [5, 6], [9], [10], [11], [12], [13]]
group_sens = np.array([sens[g].sum() for g in groups])
for q in (1, 2, 5):
    d = np.zeros(NR)
    d[groups[q]] = h
    shared = (steady(x0, logmult=d) - steady(x0, logmult=-d))[0] / (2 * h)
    assert abs(shared - group_sens[q]) < 1e-5

# Propagated uncertainty against nonlinear sampling.
spread = 0.20
predicted = spread * np.sqrt(np.sum(group_sens**2))
rng = np.random.default_rng(7)
sample = []
for _ in range(1500):
    d = np.zeros(NR)
    for g, z in zip(groups, rng.normal(size=len(groups))):
        d[g] = spread * z
    sample.append(steady(x0, logmult=d)[0])
sampled = np.std(sample, ddof=1)
# Allows sampling noise near 2 percent and second-order curvature.
assert abs(sampled / predicted - 1) < 0.10

double = np.zeros(NR)
double[0] = np.log(2)
x_double = steady(x0, logmult=double)

# Sizes of neglected effects.
x_dep, n_dep = x0.copy(), total0
for _ in range(80):
    n_new = (PRESSURE - QE * np.exp(x_dep[0] + x_dep[3])) / (KB * TGAS)
    change = abs(n_new / n_dep - 1)
    n_dep = n_new
    x_dep = steady(x_dep, total=n_dep)
    if change < 1e-10:
        break
assert change < 1e-9
sens_dep = adjoint(x_dep, 0, total=n_dep)[0]
x_dru = steady(x0, shape=2)
sens_dru = adjoint(x_dru, 0, shape=2)[0]
x_hot = steady(x0, tgas=TGAS + 100)
recomb = 1e-38 * te**-4.5 * ne**2 / k0[IONWALL]


def percent(x):
    return 100 * (np.exp(x[0] - x0[0]) - 1)


print(f"Pressure {PRESSURE / sc.torr * 1e3:.1f} mTorr; gas {TGAS:.0f} K; "
      f"power {POWER:.0f} W")
print(f"Radius {RADIUS * 100:.0f} cm; height {HEIGHT * 100:.0f} cm; "
      f"mass {MASS / sc.atomic_mass:.0f} u")
print(f"Levels m, r, ion: {E_MET:.0f}, {E_RAD:.0f}, {E_ION:.0f} eV; "
      f"weights g,m,r {G_GROUND:.0f},{G_MET:.0f},{G_RAD:.0f}")
print(f"Ion / neutral collision cross sections: {SIGMA_ION * 1e4:.1e} / "
      f"{SIGMA_NEUTRAL * 1e4:.1e} cm2")
print(f"Heavy-particle density: {total0 * 1e-6:.4e} cm^-3")
print(f"Electron density: {ne * 1e-6:.4e} cm^-3 = {ne:.4e} m^-3")
print(f"Metastable / radiating density: {nm * 1e-6:.3e} / "
      f"{nr * 1e-6:.3e} cm^-3")
print(f"Electron temperature: {te:.4f} eV")
print(f"Wall kinetic cost per pair: {WALL_COST:.3f} Te = "
      f"{WALL_COST * te:.2f} eV")
print(f"Power out: ions {p_ion:.1f}, m wall {p_met:.2f}, photons "
      f"{p_photon:.1f}, elastic {p_elastic:.2f} W")
print("Process: s0 (1e-16 cm2), k (cm3/s; 1/s for last-type losses), "
      "events / ion loss")
for j in range(NR):
    first_order = j in (PHOTON, IONWALL, METWALL)
    value, name = (k0[j], "1/s") if first_order else (k0[j] * 1e6, "cm3/s")
    cross = f"{SIGMA[j] * 1e20:6.2f}" if j < 10 else "     -"
    print(f"{LABELS[j]:12s} {cross} {value:10.3e} {name:5s} "
          f"{rates0[j] / unit:10.4f}")
print("Sensitivity: ln ne adjoint, ln ne differences, ln Te adjoint")
for j in range(NR):
    print(f"{LABELS[j]:12s} {sens[j]:+10.6f} {fd[j, 0]:+10.6f} "
          f"{sens_te[j]:+10.6f}")
print(f"Power sensitivity of ne: adjoint {sp_adj:.6f}, "
      f"differences {sp[0]:.6f}")
print(f"Sum of 14 sensitivities: {sens.sum():.6f}; "
      f"plus power: {sens.sum() + sp[0]:.1e}")
print(f"Max difference error, h=0.001: ne {err_small:.1e}, Te {err_te:.1e}")
print(f"Error norm h=0.04, 0.02: {err_04:.2e}, {err_02:.2e}; "
      f"ratio {err_04 / err_02:.3f}")
print(f"Linear solves: adjoint 1, central differences {fd_solves}")
print(f"ne change for source of 1% of ion loss, as pairs, m, r: "
      f"{-lam[0] * unit:+.3f}, {-lam[1] * unit:+.3f}, "
      f"{-lam[2] * unit:+.3f} %")
print(f"Shared cross sections g-m, g-r, m-r: {group_sens[1]:+.5f}, "
      f"{group_sens[2]:+.5f}, {group_sens[5]:+.5f}")
print(f"Spread of ln ne for {spread:.2f} input spread: linear "
      f"{predicted:.4f}, sampled {sampled:.4f}")
print(f"Direct ionization x2: ne linear {100 * (2**sens[0] - 1):+.2f} %, "
      f"nonlinear {percent(x_double):+.2f} %")
print(f"Electron pressure / gas pressure: {QE * ne * te / PRESSURE:.4f}")
print(f"Neutral depletion: ne {percent(x_dep):+.2f} %, Te "
      f"{np.exp(x_dep[3]):.3f} eV, max dS "
      f"{np.max(np.abs(sens_dep - sens)):.3f}")
print(f"Druyvesteyn rates: ne {percent(x_dru):+.2f} %, Te "
      f"{np.exp(x_dru[3]):.3f} eV, max dS "
      f"{np.max(np.abs(sens_dru - sens)):.3f}")
print(f"Gas 100 K hotter: ne {percent(x_hot):+.2f} %, "
      f"Te {np.exp(x_hot[3]):.3f} eV")
print(f"Three-body recombination / ion wall loss: {recomb:.1e} (rough)")
print("verified")
```

Printed output:

```
Pressure 10.0 mTorr; gas 600 K; power 500 W
Radius 15 cm; height 10 cm; mass 40 u
Levels m, r, ion: 12, 13, 16 eV; weights g,m,r 1,5,3
Ion / neutral collision cross sections: 1.0e-14 / 8.0e-15 cm2
Heavy-particle density: 1.6094e+14 cm^-3
Electron density: 4.5930e+11 cm^-3 = 4.5930e+17 m^-3
Metastable / radiating density: 1.069e+11 / 3.578e+10 cm^-3
Electron temperature: 2.7069 eV
Wall kinetic cost per pair: 7.180 Te = 19.43 eV
Power out: ions 338.4, m wall 2.21, photons 158.0, elastic 1.34 W
Process: s0 (1e-16 cm2), k (cm3/s; 1/s for last-type losses), events / ion loss
e+g->i+2e      3.00  8.951e-11 cm3/s     0.7816
e+g->m+e       0.30  3.923e-11 cm3/s     0.3426
e+g->r+e       1.50  1.356e-10 cm3/s     1.1838
e+m->i+2e     10.00  2.512e-08 cm3/s     0.1462
e+r->i+2e     10.00  3.635e-08 cm3/s     0.0708
e+m->r+e      20.00  1.522e-07 cm3/s     0.8858
e+r->m+e      33.33  3.670e-07 cm3/s     0.7152
e+m->g+e       0.06  6.606e-10 cm3/s     0.0038
e+r->g+e       0.50  5.505e-09 cm3/s     0.0107
elastic e+g   10.00  1.101e-07 cm3/s   961.5094
r->g+photon       -  3.000e+05 1/s       1.2728
m+m->i+g+e        -  1.000e-09 cm3/s     0.0014
ion to wall       -  1.836e+04 1/s       1.0000
m to wall         -  1.521e+03 1/s       0.0193
Sensitivity: ln ne adjoint, ln ne differences, ln Te adjoint
e+g->i+2e     +0.340836  +0.340836  -0.140847
e+g->m+e      -0.035017  -0.035017  -0.012836
e+g->r+e      -0.225033  -0.225033  -0.017561
e+m->i+2e     +0.078698  +0.078698  -0.020868
e+r->i+2e     +0.044351  +0.044351  -0.011713
e+m->r+e      -0.077835  -0.077835  +0.020049
e+r->m+e      +0.062848  +0.062848  -0.016189
e+m->g+e      +0.000393  +0.000393  +0.000144
e+r->g+e      +0.002039  +0.002039  +0.000159
elastic e+g   -0.002972  -0.002972  +0.000075
r->g+photon   -0.109222  -0.109222  +0.027705
m+m->i+g+e    +0.000867  +0.000867  -0.000143
ion to wall   -1.188087  -1.188087  +0.199097
m to wall     -0.002939  -0.002939  +0.000846
Power sensitivity of ne: adjoint 1.111070, differences 1.111070
Sum of 14 sensitivities: -1.111070; plus power: 2.9e-09
Max difference error, h=0.001: ne 1.2e-08, Te 2.3e-09
Error norm h=0.04, 0.02: 2.98e-05, 7.46e-06; ratio 4.000
Linear solves: adjoint 1, central differences 76
ne change for source of 1% of ion loss, as pairs, m, r: +0.776, +0.152, +0.086 %
Shared cross sections g-m, g-r, m-r: -0.03462, -0.22299, -0.01499
Spread of ln ne for 0.20 input spread: linear 0.2529, sampled 0.2538
Direct ionization x2: ne linear +26.65 %, nonlinear +24.54 %
Electron pressure / gas pressure: 0.1494
Neutral depletion: ne -7.90 %, Te 2.814 eV, max dS 0.007
Druyvesteyn rates: ne -37.28 %, Te 4.044 eV, max dS 0.079
Gas 100 K hotter: ne -7.92 %, Te 2.814 eV
Three-body recombination / ion wall loss: 1.3e-09 (rough)
verified
```
